Hybridisation gap of a broken-gap junction with unequal masses

## 1. From the band crossing to the gap

Two bands that cross are pushed apart by a coupling V, and at the crossing wavevector their separation is 2V. If this separation is taken for the energy gap of a broken-gap junction, the gap comes out too large whenever the two masses differ. Take an electron mass of 0.03 and a hole mass of 0.30 free-electron masses and a coupling of 3.0 meV. The separation at the crossing is then 6.0 meV, but the range of energies without states is 3.4 meV wide, as the worked example below shows. A Fermi level 2.5 meV above the crossing energy would be thought to lie in the gap, while in fact it lies in the upper band. In the other direction, a coupling found by halving this global gap would be too small by a factor of 0.57.

The reason is that the lowest state of the upper band and the highest state of the lower band sit at different wavevectors. The gap is the difference of two extrema, and each of them has to be found separately.

**The model**

In a broken-gap junction the conduction-band edge of one layer lies below the valence-band edge of its neighbour. Confinement normal to the layers turns each band into subbands. We keep one electron subband and one hole subband, and let k be the magnitude of the wavevector in the plane of the layers. In this half ħ = 1 and the free-electron mass is 1, so masses are pure numbers. The uncoupled energies are

Ec(k) = k²/(2m1),  Ev(k) = Δ − k²/(2m2).  (1)

Both masses are positive. The minus sign in Ev says that the hole subband bends downwards. The zero of energy is the electron subband edge, and Δ > 0 is the overlap, by which the hole edge lies above the electron edge. This order of the edges is what "inverted" means here.

The interface conserves the in-plane wavevector, so states couple only at equal k. In the orthonormal basis (electron state, hole state) the Hamiltonian at each k is the matrix

H(k) = [ Ec(k), V ; V, Ev(k) ],  (2)

where the semicolon separates the rows. The coupling V does not depend on k. It may be taken real and positive: if the matrix element were V exp(iθ), multiplying the hole state by exp(−iθ) would remove the phase without changing any energy. Each level is doubly degenerate through spin, and the coupling is the same for both spins. Equations (1) and (2) also assume that the bands are isotropic and parabolic and that other subbands are far away in energy.

**The crossing**

The uncoupled bands meet at k0, where Ec(k0) = Ev(k0). From (1),

(k0²/2)(1/m1 + 1/m2) = Δ.

Since 1/m1 + 1/m2 = (m1 + m2)/(m1m2), this gives

k0² = 2Δ m1m2/(m1 + m2).  (3)

The energy at the crossing is Ex = k0²/(2m1), or

Ex = Δ m2/(m1 + m2).  (4)

If the electron is the lighter particle, Ex lies closer to the hole edge, because the steep electron band does most of the climbing.

It is convenient to use the variable

y = (k² − k0²)/2,  (5)

which vanishes at the crossing, is negative inside the circle k = k0 and positive outside it. Subtracting the crossing values from (1) gives

Ec = Ex + y/m1,  Ev = Ex − y/m2.  (6)

In the variable y both bands are straight lines, although they are parabolas in k. No approximation has been made. The one trace of the parabolas is the range of y: since k² cannot be negative, y ≥ −k0²/2.

**The coupled bands**

An eigenvalue E of (2) satisfies (Ec − E)(Ev − E) − V² = 0, that is,

E² − (Ec + Ev)E + EcEv − V² = 0.

The roots of this quadratic are

E± = (Ec + Ev)/2 ± √[(Ec + Ev)²/4 − EcEv + V²],

and (Ec + Ev)² − 4EcEv = (Ec − Ev)², so

E± = (Ec + Ev)/2 ± √[(Ec − Ev)²/4 + V²].  (7)

Define half the sum and half the difference of the inverse masses,

s = (1/m1 + 1/m2)/2,  d = (1/m1 − 1/m2)/2.  (8)

Equation (6) then gives (Ec + Ev)/2 = Ex + dy and (Ec − Ev)/2 = sy. With the abbreviation R(y) = √(s²y² + V²), the coupled bands are

E±(y) = Ex + dy ± R(y).  (9)

At fixed k the separation is E₊ − E₋ = 2R, which is smallest at y = 0, where it equals 2V. This is the smallest vertical gap. The term dy cancels from the vertical separation, but it does not cancel from the difference of extrema at different y. It tilts both bands in the same sense, lowering the upper band on one side of the crossing and raising the lower band on the other.

**The two extrema**

The derivative of the root is dR/dy = s²y/R. The upper band is therefore stationary in y where

d + s²y/R = 0, or s²y = −dR.  (10)

Since R is positive, y has the sign opposite to d. This is noted before squaring, because squaring loses it. The square of (10) is

s⁴y² = d²(s²y² + V²),

and collecting the terms in y² gives

s²y²(s² − d²) = d²V².

From (8), s + d = 1/m1 and s − d = 1/m2, so that

s² − d² = 1/(m1m2).  (11)

This is positive, and the root can be taken with the sign fixed by (10):

y₊ = −dV/[s√(s² − d²)].  (12)

For the lower band the condition is d − s²y/R = 0. It has the same square and the opposite sign, so y₋ = −y₊. The two extrema lie at equal distances in k² on either side of the crossing.

These are true band edges and not merely stationary points. The second derivative of R is

d²R/dy² = s²/R − s⁴y²/R³ = s²(R² − s²y²)/R³ = s²V²/R³,  (13)

which is positive for every y. The upper band is thus strictly convex in y and the lower band strictly concave. Each has one stationary point on the full y axis, which is its global minimum or maximum there.

**The gap**

At either extremum

R² = V² + d²V²/(s² − d²) = s²V²/(s² − d²),

and hence R = sV/√(s² − d²).  (14)

Inserting (12) and (14) into (9) for the upper band gives

E₊(y₊) − Ex = −d²V/[s√(s² − d²)] + sV/√(s² − d²)
= V(s² − d²)/[s√(s² − d²)]
= V√(s² − d²)/s.

For the lower band both terms change sign, because y₋ = −y₊ and R enters with a minus sign. From (8), 1/s = 2m1m2/(m1 + m2), and from (11), √(s² − d²) = 1/√(m1m2). The edges are therefore

E₊(y₊) = Ex + h,  E₋(y₋) = Ex − h,  h = 2V√(m1m2)/(m1 + m2).  (15)

If both extrema lie at real wavevectors, the crossing energy is at the middle of the gap, whatever the masses, and the gap is

Eg = 2h = 4V√(m1m2)/(m1 + m2).  (16)

For equal masses Eg = 2V. For unequal masses it is smaller, since (m1 + m2)² − 4m1m2 = (m1 − m2)² is then positive. The overlap has dropped out: changing Δ at fixed V and fixed masses moves the crossing but leaves the gap unchanged, as long as both extrema remain at real wavevectors.

**When the wavevectors are real**

By (5), k² = k0² + 2y. From (8), d/s = (m2 − m1)/(m1 + m2), so with (11) and (12)

2y₊ = −2V√(m1m2)(m2 − m1)/(m1 + m2).

Dividing by k0² from (3) gives

k₊² = k0²(1 − δ),  k₋² = k0²(1 + δ),  δ = V(m2 − m1)/[Δ√(m1m2)].  (17)

Neither square is negative if |δ| ≤ 1. The condition for (16) is thus

Δ ≥ Δc = V|m1 − m2|/√(m1m2).  (18)

For equal masses Δc = 0. For a large mass ratio Δc can be several times V, so an inverted junction does not satisfy (18) merely by being inverted.

The point k = 0 needs separate thought. Since dE/dk = k dE/dy, both bands are stationary in k there. When Δ > Δc, however, k = 0 is not the global edge of either band, because the extrema found above lie inside the allowed range and are strictly lower or higher.

**Below the threshold**

Let m1 < m2 and Δ < Δc. Then y₊ lies outside the allowed range. The convex upper band rises throughout the allowed range, and its minimum is at k = 0. There y = −k0²/2 = −Δ/(2s), by (3) and (8), and (9) gives

E₊(k=0) − Ex = −Δd/(2s) + √(Δ²/4 + V²).

The lower edge is still at Ex − h. For m1 > m2 the bands exchange roles, and the result depends only on |m1 − m2|. With ρ = |m1 − m2|/(m1 + m2), both cases read

Eg = √(Δ²/4 + V²) − ρΔ/2 + h,  Δ < Δc.  (19)

This exceeds 2h, since one band can no longer reach its unrestricted extremum. The derivative with respect to Δ, at fixed V and masses, is

dEg/dΔ = ½{(Δ/2)/√(Δ²/4 + V²) − ρ}.  (20)

At Δ = Δc, (18) gives √(Δ²/4 + V²) = V(m1 + m2)/[2√(m1m2)]. The fraction in (20) is then ρ and the derivative vanishes. The first two terms of (19) become

V[(m1 + m2)² − (m1 − m2)²]/[2√(m1m2)(m1 + m2)] = 2V√(m1m2)/(m1 + m2) = h,

so the two expressions for the gap join with equal value and equal slope. Just below the threshold, (16) is therefore still a good approximation.

The limit of a very heavy hole shows why the condition matters. At fixed V, m1 and Δ, equation (16) alone would send the gap to zero as m2 grows. But Δc grows as well, and (19) eventually takes over. With h → 0 and ρ → 1 it gives Eg → √(Δ²/4 + V²) − Δ/2, which is about V²/Δ when V is much smaller than Δ. The gap stays finite in this limit.

**What the edge states are made of**

The same gap follows from the composition of the states. Let a normalised eigenstate have real amplitudes c1 on the electron state and c2 on the hole state, and let w = c1² be its electron weight. Its energy is the expectation value of H. When k changes, the change of the state contributes nothing to dE/dk: that contribution is E times the derivative of the norm, and the norm is fixed. Only the explicit dependence of H on k remains, and V has none, so

dE/dk = k[w/m1 − (1 − w)/m2].  (21)

At an edge with k ≠ 0 the bracket vanishes, wm2 = (1 − w)m1, and

w = m1/(m1 + m2).  (22)

Both edges have this same composition. The velocities of the two components oppose each other, and a small share of the light, fast component balances a large share of the heavy, slow one.

By (6), the diagonal part of the energy is Ex + y[w/m1 − (1 − w)/m2], which reduces to Ex at an edge. The coupling contributes 2Vc1c2. The first row of the eigenvalue equation gives c2/c1 = (E − Ec)/V. This is positive in the upper band, where E > Ec, and negative in the lower one, where E < Ec. The coupling energy is therefore ±2V√[w(1 − w)], and with (22) this is ±h. The full splitting 2V needs an equal mixture, w = 1/2, which both edges have only when the masses are equal.

## 2. A worked junction and the limits of the model

The symbols carried over are these. An electron subband of mass m1 and a hole subband of mass m2 overlap by Δ and are coupled by a constant V. They cross at the in-plane wavevector k0 and the energy Ex = Δm2/(m1 + m2), measured from the electron edge. With y = (k² − k0²)/2, s and d are half the sum and half the difference of 1/m1 and 1/m2, and R = √(s²y² + V²). The coupled bands are E± = Ex + dy ± R. Their edges lie at Ex ± h, with h = 2V√(m1m2)/(m1 + m2), and the gap is 2h if Δ ≥ Δc = V|m1 − m2|/√(m1m2).

**Numbers for an InAs/GaSb-like double well**

Take m1 = 0.03, m2 = 0.30, Δ = 40 meV and V = 3.0 meV. These are rough values in the regime of an inverted InAs/GaSb double quantum well, not a fit to one sample. In laboratory units every k²/2 is multiplied by ħ²/mₑ, where mₑ is the free-electron mass, and ħ²/(2mₑ) = 38.10 meV nm².

The reduced mass is 0.03 × 0.30/0.33 = 0.02727, so

k0² = 40 × 0.02727/38.10 = 0.0286 nm⁻²,  k0 = 0.169 nm⁻¹.

The crossing lies at Ex = 40 × 0.30/0.33 = 36.4 meV above the electron edge. With two spins, a filled circle of radius k0 holds k0²/(2π) = 4.6 × 10¹¹ carriers per cm².

With √(m1m2) = 0.0949, the gap is

Eg = 4 × 3.0 × 0.0949/0.33 = 3.45 meV = 0.00345 eV.

The edges lie 1.72 meV above and below the crossing energy, while the smallest vertical gap is 6.0 meV. Diagonalising the two-by-two matrix on a fine grid of k, and taking the lowest upper level and the highest lower level, also gives 3.45 meV.

The threshold overlap is Δc = 3.0 × 0.27/0.0949 = 8.5 meV, well below 40 meV. Hence δ = 8.54/40 = 0.213, and (17) puts the upper-band minimum at 0.150 nm⁻¹ and the lower-band maximum at 0.186 nm⁻¹. By (22), the electron weight at both edges is 0.03/0.33 = 0.09, so both edge states are mostly hole-like.

If the overlap is reduced to 5.0 meV, with V and the masses held fixed, the condition fails. Equation (19), with ρ = 0.27/0.33, gives

Eg = √(6.25 + 9.00) − 2.05 + 1.72 = 3.58 meV.

This is only 4 percent above the value from (16), although the overlap is well below threshold. The zero slope found from (20) at Δc accounts for the slow onset.

**Which gap a measurement sees**

Thermal activation between the band edges involves 2h, through the factor exp(−h/kT) in the carrier density. The density also has a prefactor that grows with temperature, see (28), so the slope of ln n against −1/kT exceeds h: for the example it is 1.90 meV between 3 and 5 K and 2.16 meV between 10 and 20 K, against h = 1.72 meV. The prefactor has to be removed before h is read from such a plot. Optical absorption at negligible photon momentum connects states at the same k, and its onset in this model is 2V when the lower band is full and the upper one empty. The transition is allowed at the crossing. The velocity operator ∂H/∂k along k is diagonal in the original basis, with entries k/m1 and −k/m2. Its matrix element between the equal mixtures (1, 1)/√2 and (1, −1)/√2 is (k/m1 + k/m2)/2, which is not zero.

The ratio of the two gaps depends on the mass ratio q = m1/m2 alone:

r = Eg/(2V) = 2√q/(1 + q).  (23)

Written as a quadratic for √q, this is r q − 2√q + r = 0, so √q = [1 ± √(1 − r²)]/r. The two roots are reciprocals of each other, and the ratio does not say which particle is lighter. Here r = 0.575, and the smaller root gives q = 0.10.

Taking the logarithm of (23) and differentiating gives

d ln Eg = d ln V + {(1 − q)/[2(1 + q)]} d ln q.  (24)

For q = 0.10 the factor in braces is 0.41. A small relative error in the mass ratio thus enters the gap with a little less than half its size, at fixed V.

**Coupling that grows with k**

In a symmetric treatment of these wells the coupling between electron and heavy-hole subbands vanishes at k = 0 and grows linearly. Suppose that it equals Vk/k0, which agrees with the constant V at the crossing. Since k²/k0² = 1 + 2y/k0² and k0² = Δ/s, its square is V²(1 + 2sy/Δ). Completing the square under the root gives

s²y² + V² + 2sV²y/Δ = s²(y + V²/(sΔ))² + V²(1 − V²/Δ²).  (25)

Apart from a shift of y and a common shift of both bands, this is the constant-coupling problem with V replaced by V√(1 − V²/Δ²). While both extrema remain at real k, the gap is reduced by that factor. Here it is √(1 − 9/1600) = 0.997, and the gap becomes 3.44 meV. At an overlap of 40 meV the constancy of V is therefore a mild assumption for the bulk gap, even though it is wrong near k = 0. It is not mild for the edges of a sample. In these wells the linear coupling has the form A(kx ± i ky), whose phase winds with the direction of k, and a strip of finite width then has edge states inside the bulk gap. For a strip 600 nm wide with hard walls and the parameters above, they lie at 36.36 meV for kx = 0 and at 35.85 and 36.87 meV for kx = 0.05 nm⁻¹, whereas constant V gives no level in the gap. The gap discussed here is the bulk gap, and a real sample can conduct along its edges with the Fermi level inside it. Nor does the mildness for the bulk gap hold at every overlap. It is not mild when the overlap is changed. If the coupling is Ak with a fixed A, its value at the crossing grows as √Δ. With A taken from the 40 meV example, diagonalisation at an overlap of 5.0 meV gives a gap of 1.19 meV, not the 3.58 meV found above for constant V.

**Nonparabolic electrons**

In a narrow-gap semiconductor the electron band flattens as its energy rises. A simple description is Ec(1 + Ec/E0) = ħ²k²/(2m1mₑ), with a rough scale E0 = 400 meV. Numerical diagonalisation with this band, and with the edge mass, Δ and V unchanged, gives a gap of 3.69 meV, an increase of 7 percent.

The increase follows from the slope at the crossing. Differentiating the relation with respect to k² shows that the slope of Ec is divided by 1 + 2Ec/E0. Near the crossing, at about 36 meV, this is 1.18, so the electron acts locally as if its mass were 0.0354. Equation (16) with that mass gives 3.69 meV. The two slopes have become less unequal, and the gap moves towards 2V.

**Hole bands that depend on direction**

The hole energy also depends on the direction φ of k. Let the inverse hole mass vary as (1 + 0.3 cos 4φ)/0.30, a rough choice of strength. The mass then runs from 0.231 to 0.429. Each direction has its own crossing energy Ex(φ) and half-gap h(φ), given by (4) and (15). The global gap is the lowest value of Ex + h minus the highest value of Ex − h, over all directions.

To see which directions matter, differentiate with respect to m2 at fixed m1, Δ and V:

dEx/dm2 = Δm1/(m1 + m2)²,
dh/dm2 = −V√(m1/m2)(m2 − m1)/(m1 + m2)².  (26)

For m2 > m1, Ex − h rises with m2. The sum Ex + h also rises if Δm1 exceeds V√(m1/m2)(m2 − m1), which is the condition Δ > Δc. This holds in every direction here, the largest threshold being 10.5 meV. The upper edge is therefore set by the lightest hole and the lower edge by the heaviest:

lightest hole: Ex = 35.40 meV, h = 1.91 meV, Ex + h = 37.31 meV;
heaviest hole: Ex = 37.38 meV, h = 1.48 meV, Ex − h = 35.90 meV.

The global gap is 1.41 meV, less than half the isotropic value. Every direction taken alone has a gap of at least 2.97 meV, but these gaps are centred on energies that differ by up to 1.98 meV. In this model the two half-gaps add up to 1.13V, so with the other parameters fixed the global gap closes when V falls below about 1.8 meV. The junction is then a semimetal although the bands are split at every k.

**Spin splitting**

An electric field normal to the layers can split the electron band by spin. Let the two branches be Ec ± αk with α = 5.0 meV nm, a rough value, and let the coupling connect each branch to its own hole state with the same V. The splitting at the crossing is 2αk0 = 1.69 meV, but the global gap found by diagonalisation falls only to 3.30 meV.

To first order the reason is geometric. A shift ε of the electron band moves the crossing to y = −ε/(1/m1 + 1/m2), and its energy, read from the hole band, moves by εm1/(m1 + m2). With ε = ±0.85 meV this is ±0.08 meV. The two gaps are displaced against each other by 0.15 meV, and their common part shrinks by that amount. A coupling that mixes the branches would need a larger matrix.

**Temperature**

At 4 K the thermal energy kT is 0.345 meV, and the half-gap is 5.0 times as large. By (13) and (14), both bands have the same magnitude of curvature in y at their edges,

β = s²V²/R³ = (s² − d²)^(3/2)/(sV) = 2/[V(m1 + m2)√(m1m2)],  (27)

to be multiplied by (ħ²/mₑ)² in laboratory units. With two spins, the number of states per area in dk is k dk/π = dy/π. If the neutral junction has its lower band full at zero temperature, equal edges put the Fermi level close to Ex, and the density of thermal electrons is approximately

n ≈ (1/π) exp(−h/kT) ∫ exp(−βη²/2kT) dη = (1/π) exp(−h/kT) √(2πkT/β),  (28)

where η is y measured from the band minimum. The integral may run over all η because the exponential is negligible at the limits of the range. With β = 1.24 × 10⁵ meV nm⁴ this gives 8.9 × 10⁸ cm⁻². Numerical integration of the Fermi occupation over the full bands, with the Fermi level fixed by equal numbers of electrons and holes, gives 9.5 × 10⁸ cm⁻². That is 0.2 percent of the density at the crossing. At 300 K, kT is 25.9 meV, over seven times the gap, and no insulating behaviour can be expected from this gap.

**Disorder, charge transfer and in-plane field**

A mobility of 10⁵ cm²/Vs, with the electron mass m1, corresponds to a scattering time of 1.7 ps and a broadening ħ/τ of 0.39 meV, or 11 percent of the ideal gap. This is an estimate from the transport time of the electrons. The states at the gap edges are mostly hole-like, so their broadening depends mainly on the scattering of holes, which this mobility does not give. Scattering through small angles, moreover, hardly limits the mobility but still broadens the levels. The true broadening can therefore be larger.

The electrons that leave the hole layer charge the junction. Two sheets with the density found at the crossing, 10 nm apart in a medium of relative permittivity 15, differ in electron energy by

e²n d_s/(ε_r ε_0) = 55 meV,  (29)

where d_s is the separation of the sheets. This exceeds the 40 meV overlap, so it cannot be added afterwards as a small correction. The Δ used here must be the overlap that remains after charge transfer. In this plate model, without a gate field, it would have been about 95 meV before the transfer. At fixed V the gap formula does not contain Δ, but k0, the carrier density and condition (18) do depend on it. If the coupling grows linearly with k, its value at the crossing changes with k0, and the gap then depends on Δ as well.

An electric field F in the plane drives k through the crossing and can carry an electron across the gap. For motion along a line through the centre of the ring, the Landau–Zener formula for a linear crossing, quoted here without derivation, gives for a single passage of the crossing the probability

P = exp[−2πV²/(eF × 2Δ/k0)].  (30)

The factor 2Δ/k0 is the slope of Ec − Ev = Δ(k²/k0² − 1) at k0, here 473 meV nm. At 1000 V/cm, eF is 0.10 meV/nm and P = 0.30. Integrating the time-dependent Schrödinger equation for the parabolic bands from k = 0 to 3k0, starting in the lower band, also gives 0.30. A path across the whole ring passes the crossing twice, at −k0 and at k0. If the motion is coherent, the two amplitudes interfere, and the total probability varies rapidly with the field between nearly zero and about 4P(1 − P) = 0.84. At 1000 V/cm the two passages are 2ħk0/(eF) = 2.2 ps apart, which is longer than the scattering time of 1.7 ps estimated above, so in such a sample the interference would be weakened. Equation (30) itself leaves out scattering. At 100 V/cm the formula gives 6 × 10⁻⁶. The exponent contains V and not h, because the field moves the electron through the vertical gap.

**The model beside a real junction**

For InAs/GaSb double wells, an electron mass of a few hundredths, an overlap of tens of meV and a gap of a few meV are reasonable rough figures. The hole mass is the least certain input, because it changes with well width, strain and energy, and one number cannot describe the hole subband over a wide range of k. By (16), a hole mass of 0.20 instead of 0.30 would raise the gap from 3.4 to 4.0 meV. A mobility of 10⁵ cm²/Vs belongs to a clean sample. Among the band corrections computed here, with the strengths assumed and an overlap of 40 meV, the direction dependence of the hole mass changes the gap most: the assumed 30 percent variation lowers it from 3.4 to 1.4 meV. The other computed corrections shift it by 7 percent or less, but this order can change in a junction with weaker warping or a larger spin splitting. Each was computed alone, so the shifts should not be added to give a corrected gap. For a particular device the coupled subbands have to be calculated in all in-plane directions with the self-consistent potential, and the global gap read from the result.
